\section*{Diffusion of a single vacancy among random traps}

\section{The model}

\textbf{Q.} A vacancy wanders through a crystal layer in which some sites bind it. I want its diffusion coefficient, but the traps are scattered at random, and I doubt that a random landscape allows a closed answer. What exactly is assumed?

\textbf{A.} The vacancy hops between neighbouring sites of a regular lattice in $d$ dimensions. Each site has $z$ neighbours, reached by hop vectors $\boldsymbol\delta$ of length $a$, and these vectors come in opposite pairs. A fraction $c$ of the sites are traps. The energy of the crystal with the vacancy on site $i$ is $E_i=0$ for a free site and $E_i=-E_b$ for a trap. The traps do not move, and there is no other vacancy.

The rate of a hop to one particular neighbour depends on the departure site alone:
\begin{equation}
\Gamma_i=\begin{cases}\Gamma_0 & \text{free site},\\ \Gamma_0/K & \text{trap},\end{cases}
\qquad K=e^{E_b/kT}.
\label{rates}
\end{equation}
Hops have no memory of earlier hops.

\textbf{Q.} Why should a hop not care where it ends? A step into a trap goes downhill.

\textbf{A.} A thermally activated rate is set by the climb from the starting site to the saddle, not by the drop beyond it. Write the rate from $i$ to $j$ as $\nu\exp[-(S_{ij}-E_i)/kT]$, with one attempt frequency $\nu$ and saddle energy $S_{ij}$. If this is the same for all neighbours $j$, all saddles around $i$ have one energy. The saddle between $i$ and $j$ belongs to both sites, so the saddles around $j$ have that energy too. Since the lattice is connected, all saddles lie at one level, $E_m$ above a free site. Then $\Gamma_0=\nu e^{-E_m/kT}$, and the barrier out of a trap is $E_m+E_b$. This is a real restriction on the material, and I return to it below.

\section{The mean square displacement}

\textbf{Q.} Grant the rates. The position is still correlated with the kind of site the vacancy sits on. Does that not spoil any simple equation for the displacement?

\textbf{A.} It would if the hops had a preferred direction. Take a periodic cell of $N$ sites and let $\mathbf R$ be the total displacement since $t=0$, not folded back into the cell. With the vacancy on site $i$, a hop $\boldsymbol\delta$ occurs in time $dt$ with probability $\Gamma_i\,dt$ and changes $R^2$ by
\begin{equation}
|\mathbf R+\boldsymbol\delta|^2-R^2=2\mathbf R\cdot\boldsymbol\delta+a^2 .
\end{equation}
Summing over the $z$ possible hops gives the mean rate of change for this $\mathbf R$ and this $i$:
\begin{equation}
\Gamma_i\Big(2\mathbf R\cdot\sum_{\boldsymbol\delta}\boldsymbol\delta+za^2\Big)=za^2\,\Gamma_i ,
\end{equation}
because the hop vectors sum to zero. The cross term has gone before any average over $\mathbf R$ or $i$ is taken, so correlations between them cannot bring it back. If $P_i(t)$ is the probability of finding the vacancy on site $i$, then
\begin{equation}
\frac{d\langle R^2\rangle}{dt}=za^2\sum_iP_i(t)\,\Gamma_i .
\label{msd}
\end{equation}
This holds for any starting distribution and any arrangement of traps.

\textbf{Q.} You have moved the difficulty into $P_i(t)$.

\textbf{A.} Yes, and in thermal equilibrium it is known. The master equation is
\begin{equation}
\frac{dP_i}{dt}=\sum_{j\,\text{next to}\,i}\left(\Gamma_jP_j-\Gamma_iP_i\right).
\label{master}
\end{equation}
Every bracket vanishes if $\Gamma_iP_i$ is the same on all sites. With $\sum_iP_i=1$ this gives
\begin{equation}
P_i^{\rm eq}=\frac{1/\Gamma_i}{\sum_j1/\Gamma_j}.
\label{eq}
\end{equation}
It is the Boltzmann distribution, since $1/\Gamma_i\propto e^{-E_i/kT}$. The cell is finite and connected, so there is no other stationary state.

Now start the vacancy from this distribution. It stays there, and the sum in (\ref{msd}) is constant:
\begin{equation}
\sum_iP_i^{\rm eq}\Gamma_i=\frac{N}{\sum_j1/\Gamma_j}.
\end{equation}
There are $(1-c)N$ free sites with $1/\Gamma_j=1/\Gamma_0$ and $cN$ traps with $1/\Gamma_j=K/\Gamma_0$, so
\begin{equation}
\sum_j\frac1{\Gamma_j}=\frac{N}{\Gamma_0}\,(1-c+cK),
\qquad
\sum_iP_i^{\rm eq}\Gamma_i=\frac{\Gamma_0}{1-c+cK}.
\end{equation}

\textbf{Q.} And the diffusion coefficient?

\textbf{A.} It is defined by $\langle R^2\rangle=2dDt$. Integrating (\ref{msd}) from $R=0$ and dividing by $2dt$ gives
\begin{equation}
D=\frac{D_0}{1-c+c\,e^{E_b/kT}},\qquad D_0=\frac{z\Gamma_0a^2}{2d}.
\label{result}
\end{equation}
For the triangular lattice, $z=6$ and $d=2$, so $D_0=\tfrac32\Gamma_0a^2$. The displacement is linear in time from the first instant, given the equilibrium start.

\textbf{Q.} That was a periodic cell. A random crystal does not repeat.

\textbf{A.} The cell may be as large as you like. At a fixed time, a vacancy in a cell much wider than the distance travelled does not feel the repetition. If each site is a trap independently with probability $c$, the counted fraction in a growing cell tends to $c$. In a small periodic cell, the counted fraction is the one that enters. A sample with edges is different: at an edge the allowed hop vectors do not sum to zero and $\langle R^2\rangle$ saturates, so the result applies only while the distance travelled is small compared with the sample.

\section{What the denominator means}

\textbf{Q.} I follow the algebra, but I would like to see the factor without a master equation.

\textbf{A.} Follow the sequence of hops and ignore the clock. From any site, all $z$ neighbours are equally likely, so the path is an ordinary random walk and $\langle R^2\rangle=na^2$ after $n$ hops. This walk visits all sites of the cell equally often in the long run, so a fraction $c$ of its visits are to traps. The mean stay is $1/(z\Gamma_0)$ on a free site and $K/(z\Gamma_0)$ on a trap. The mean time per hop is therefore
\begin{equation}
\tau=\frac{1-c+cK}{z\Gamma_0},
\label{tau}
\end{equation}
and $D=a^2/(2d\tau)$ is (\ref{result}) again. Traps leave the path unchanged and stretch the time. The denominator is the mean stay measured in free-site stays.

\textbf{Q.} Then check the limits.

\textbf{A.} For $E_b=0$ or $c=0$, $D=D_0$. For $c=1$, $D=D_0/K$: every hop has the barrier $E_m+E_b$. For $cK\gg1$ and small $c$, $D\approx D_0/(cK)$, inversely proportional to the number of traps.

The formula also covers sites that repel the vacancy, $E_b<0$. Then $K<1$ and $D$ exceeds $D_0$, because stays on those sites are short while the common saddle level keeps them as easy to enter as any other. The increase stays below the factor $1/(1-c)$. This case needs $|E_b|$ several $kT$ smaller than $E_m$, or the repelling site is no longer a well from which activated hops start.

\textbf{Q.} What would an Arrhenius plot show?

\textbf{A.} Let $\beta=1/kT$ and hold $\nu$, $a$ and $c$ fixed. Then
\begin{equation}
\ln D=\text{const}-\beta E_m-\ln\left(1-c+ce^{\beta E_b}\right),
\end{equation}
\begin{equation}
-\frac{d\ln D}{d\beta}=E_m+fE_b,\qquad f=\frac{cK}{1-c+cK}.
\label{act}
\end{equation}
By (\ref{eq}), $f$ is the equilibrium probability of finding the vacancy on a trap. In the formula, $f$ tends to $c$ at high temperature, where $K\to1$, and, for $E_b>0$, to 1 at low temperature. The slope therefore passes from $E_m+cE_b$, close to $E_m$ for few traps, towards $E_m+E_b$, and the plot is curved. The traps hold half the weight when $cK=1-c$.

\section{Arrangement, direction and start}

\textbf{Q.} Suppose all the traps lie in a stripe. Surely diffusion along it differs from diffusion across it.

\textbf{A.} Not with these rates. For the displacement $X$ along a unit vector $\mathbf u$, the argument leading to (\ref{msd}) gives
\begin{equation}
\frac{d\langle X^2\rangle}{dt}=\sum_{\boldsymbol\delta}(\mathbf u\cdot\boldsymbol\delta)^2\sum_iP_i\Gamma_i .
\end{equation}
On the triangular lattice the hops lie at multiples of $60^\circ$. If $\mathbf u$ has angle $\theta$,
\begin{equation}
\sum_{n=0}^{5}a^2\cos^2\!\Big(\theta-\frac{n\pi}3\Big)
=3a^2+\frac{a^2}{2}\sum_{n=0}^{5}\cos\!\Big(2\theta-\frac{2n\pi}3\Big)=3a^2 ,
\end{equation}
because the last sum runs twice over three directions $120^\circ$ apart and vanishes. No direction is preferred, whatever the arrangement.

This was tested without using the derivation. For small wavevector $k$, the average $\langle e^{i\mathbf k\cdot\mathbf R}\rangle$ decays at the rate $Dk^2$, and that rate was computed from the full master equation. The cell had 144 sites and 18 traps, so $c=0.125$, with $K=20$. The formula gives $1.5/(0.875+2.5)=0.4444$ in units of $\Gamma_0a^2$. The decay rates give $0.4444$ for scattered traps and for a stripe, each in two directions.

\textbf{Q.} A freshly made vacancy does not know the Boltzmann distribution. What if it starts on a random site?

\textbf{A.} Then $P_i(0)=1/N$, and (\ref{msd}) starts with the plain mean of the rates, $\Gamma_0(1-c+c/K)$, which is larger than the equilibrium value. It falls from there: by (\ref{master}),
\begin{equation}
\frac{d}{dt}\sum_iP_i\Gamma_i\Big|_{t=0}
=\frac1N\sum_i\sum_{j\,\text{next to}\,i}\Gamma_i(\Gamma_j-\Gamma_i)
=-\frac1{2N}\sum_i\sum_{j\,\text{next to}\,i}(\Gamma_i-\Gamma_j)^2 .
\end{equation}
The last step averages the double sum with its copy in which $i$ and $j$ are exchanged. In a finite cell, every departure from equilibrium decays exponentially. The vacancy gains a finite extra $\langle R^2\rangle$, which does not alter the long-time slope. Its size depends on the cell: for traps placed at random in a plane it is larger on average over arrangements, and takes longer to build up, in a wider cell. In the scattered test cell the apparent $D$ was $1.317\,\Gamma_0a^2$ over the first $0.01/\Gamma_0$ and $0.4444\,\Gamma_0a^2$ at late times.

\section{Where it fails}

\textbf{Q.} Now let the saddles differ. Equilibrium does not depend on saddles, so why should your result?

\textbf{A.} Because the cross term returns. If the rate $\Gamma_{i\boldsymbol\delta}$ depends on the hop as well as the site, the mean rate of change of $R^2$ on site $i$ contains
\begin{equation}
2\mathbf R\cdot\sum_{\boldsymbol\delta}\boldsymbol\delta\,\Gamma_{i\boldsymbol\delta},
\end{equation}
and this sum need not vanish next to a trap. The equilibrium weights are unchanged, but they no longer settle $D$.

As a test, each saddle was shifted by the mean energy of its two end sites, with the site energies, $c$ and $K$ of the scattered cell held fixed. The result was $D=0.696\,\Gamma_0a^2$, which is 57\% above the formula.

\section{A sulfur vacancy in MoS$_2$}

\textbf{Q.} Give me a case with numbers.

\textbf{A.} Take a sulfur vacancy in one sulfur plane of monolayer MoS$_2$, a channel material, during a one-hour anneal at 900 K. The sulfur sites of one plane form a triangular lattice. Rough typical values are $a=0.32$ nm, $E_m=2.3$ eV and $\nu=10^{13}$ s$^{-1}$. The traps come from dopants on metal sites, each of which binds the vacancy on its three sulfur neighbours in the plane. The depth $E_b=0.5$ eV is a chosen value, not a property of a named dopant. Three dopants per 900 metal sites make 9 traps among 900 sulfur sites, so $c=0.01$.

With $kT=0.07756$ eV,
\begin{align}
\Gamma_0&=10^{13}\,e^{-2.3/0.07756}\ \text{s}^{-1}=1.32\ \text{s}^{-1},\\
D_0&=1.5\times1.32\times0.32^2=0.203\ \text{nm}^2/\text{s},\\
K&=e^{0.5/0.07756}=631,\\
1-c+cK&=0.99+6.31=7.30,\\
D&=0.203/7.30=0.028\ \text{nm}^2/\text{s}=2.8\times10^{-16}\ \text{cm}^2/\text{s}.
\end{align}
One site in a hundred slows the vacancy sevenfold. The stays show why: 0.126 s on a free site and 80 s on a trap. Per hop, free sites contribute $0.99\times0.126=0.125$ s and traps $0.01\times80=0.80$ s. The trapped fraction is $f=6.31/7.30=0.86$, and (\ref{act}) gives an activation energy of $2.3+0.86\times0.5=2.73$ eV. At this $c$ and $E_b$ the traps would hold half the weight at 1263 K.

In one hour the root-mean-square displacement is $\sqrt{4Dt}=20$ nm, against 54 nm without traps. At 400 K, a temperature of device use, the mean stay on a free site would be about $10^{15}$ s. In this model the vacancy pattern is then frozen. It still changes on the way down: cooling from 900 K at 10 K per minute raises the trapped fraction from 0.86 to 0.90 and adds a further displacement of about 4 nm root-mean-square. Electric fields and reaction with ambient gas in a working device are outside the model.

\textbf{Q.} How far would you trust the 20 nm in a real film?

\textbf{A.} As an order of magnitude. The energies matter first. With all else fixed, $D$ is 0.074 nm$^2$/s for $E_b=0.4$ eV and 0.0085 nm$^2$/s for 0.6 eV, so an error of 0.1 eV moves it by a factor of about three. An error of 0.1 eV in $E_m$ changes it by $e^{0.1/0.07756}\approx3.6$.

Real films also break the assumption of a single vacancy. Roughly $10^{13}$ sulfur vacancies per cm$^2$ is a realistic density. If they all lie in this plane, they occupy 0.9\% of its sites, nearly as many as there are traps. Let at most one vacancy occupy a site, with no other interaction. In equilibrium in a large layer the sites are then occupied independently of one another, and the mean occupation $n_i$ obeys $n_i/(1-n_i)=\lambda/\Gamma_i$, with $\lambda$ fixed by the density, because this balances each pair of opposite hops:
\begin{equation}
\Gamma_in_i(1-n_j)=\lambda(1-n_i)(1-n_j)=\Gamma_jn_j(1-n_i).
\end{equation}
At $10^{13}$ cm$^{-2}$ the traps are 63\% full, and the mean hop rate per vacancy is 2.1 times the single-vacancy value. At $10^{12}$ cm$^{-2}$ the excess is 7\%. These are ratios of hop rates. Blocking also correlates successive hops, but weakly at this filling: a simulation of 32 vacancies in four joined copies of this cell gave a tracer $D$ of 2.1 times the single-vacancy value over 400 s, about 1\% below the hop-rate ratio of that same cell, which for a fixed count of 32 vacancies is 2.11, against 2.14 in a large layer. At $10^{13}$ cm$^{-2}$ the 20 nm travelled by one tagged vacancy would then become about 29 nm, or 24 nm if the vacancies are shared equally between the two sulfur planes. An unevenness in the vacancy density spreads faster than a tagged vacancy: its diffusion coefficient carries the further factor $d\ln\lambda/d\ln\bar n\approx1.8$, with $\bar n$ the mean occupation, which gives about 3.8 times the single-vacancy value, or about 39 nm, with all vacancies in this plane. Pairing of vacancies, their charge and the loss of sulfur to the gas are left out altogether.

\textbf{Q.} And the saddles, which you said were a real restriction?

\textbf{A.} For the long-time $D$ they matter less here than in the test cell, in the cases computed. Shifting each saddle by the mean energy of its end sites raises $D$ by 4.6\%. If instead just the hops between traps of the same dopant keep the barrier $E_m$, the rise is 0.7\%. Both percentages were computed from the master equation for this cell. Raising the saddles between each dopant's traps and the free sites by 0.3 eV lowers the long-time $D$ by 2.6\%, but it delays trapping: from a random start the mean square displacement after one hour is then 2.3 times the value from (\ref{result}). Other saddle changes were not examined.

\textbf{Q.} You also assumed an equilibrium start and a well-defined $c$.

\textbf{A.} A random start adds 7.6\% to $\langle R^2\rangle$ over the hour, computed for this cell. That value is not converged in cell size: the cell is 9.6 nm wide, less than the 20 nm travelled, so the excess stops growing within minutes. In cells of $300\times300$ sites with dopants placed at random at the same density, the excess is 12 to 16\% and is still growing slowly at the end of the hour. The scatter in $c$ is of similar size. A disc of radius 20 nm holds about $N_d=47$ dopants. If they are placed at random, their number varies by a relative amount $1/\sqrt{N_d}$. Differentiating (\ref{result}) at fixed $K$ gives, to first order,
\begin{equation}
\frac{|\delta D|}{D}=\frac{c(K-1)}{1-c+cK}\,\frac{|\delta c|}{c}
\approx\frac{0.86}{\sqrt{47}}\approx0.13 .
\end{equation}
Two vacancies in different parts of the same film can thus differ in effective $D$ by amounts of this order. This is an estimate, since a vacancy does not sample its disc evenly.

Tunnelling is small: the leading correction to a hop rate, $(h\nu/kT)^2/24$, is 1.2\% if $\nu$ also stands for the frequency at the barrier top. Quantisation of the vibration in the well adds a term of the same size, 2.4\% in all for a one-dimensional path. The remaining digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Test cell: sites 144, traps 18, K = 20
Test cell: trap fraction c = 0.1250
Test cell: D from formula = 0.44444 G0 a^2
Test cell: D from decay, scattered, 0 rad = 0.44444 G0 a^2
Test cell: D from decay, scattered, 1.1 rad = 0.44444 G0 a^2
Test cell: D from decay, stripe, 0 rad = 0.44444 G0 a^2
Test cell: D from decay, stripe, 1.1 rad = 0.44444 G0 a^2
Test cell: early D, random start = 1.3174 G0 a^2
Test cell: late D, random start = 0.44444 G0 a^2
Test cell: D with midpoint saddles = 0.6964 G0 a^2
Hop length a = 0.32 nm
Migration barrier Em = 2.30 eV
Attempt frequency = 1.0e+13 1/s
Trap depth Eb = 0.50 eV
Anneal: T = 900 K, time = 3600 s
Example cell: sites 900, dopants 3, traps 9
Trap fraction c = 0.0100
kT = 0.07756 eV
K = exp(Eb/kT) = 630.78
Denominator 1-c+cK = 7.2978
Free hop rate G0 = 1.3200 1/s per neighbour
Mean stay on a free site = 0.1263 s
Mean stay on a trap = 79.65 s
D0 = 0.2027 nm^2/s = 2.027e-15 cm^2/s
D = 0.02778 nm^2/s = 2.778e-16 cm^2/s
D from decay in example cell = 0.02778 nm^2/s
Trapped fraction f = 0.8643
Activation energy Em + f Eb = 2.7322 eV
Trap part f Eb = 0.4322 eV
Trap part from decay rates = 0.4322 eV
Half-trapped temperature = 1263 K
Length sqrt(4Dt), with traps = 20.00 nm
Length sqrt(4D0t), no traps = 54.03 nm
Sulfur sites in one plane = 11.276 per nm^2
Vacancies 1e+12 per cm^2: site fraction = 0.00089
  mean trap occupation = 0.0758
  hop rate / single-vacancy value = 1.068
Vacancies 1e+13 per cm^2: site fraction = 0.00887
  mean trap occupation = 0.6254
  hop rate / single-vacancy value = 2.143
D ratio, easy hops within a dopant = 1.0067
D ratio, midpoint saddles = 1.0463
Excess <r^2>, random start, full anneal = 7.63 %
Dopants in disc of radius sqrt(4Dt) = 47.2
Scatter of D from dopant count = 12.6 %
Leading tunnelling correction to rate = 1.18 %
D for Eb = 0.4 eV: 0.07434 nm^2/s
D for Eb = 0.6 eV: 0.00849 nm^2/s
Mean stay on a free site at 400 K = 1.59e+15 s
\end{verbatim}
